False recurrence on a velocity grid and true phase mixing

Q: A kinetic simulation of freely moving electrons shows a density ripple that vanishes and later comes back. Why not believe it? Free streaming is reversible, so perhaps the ripple does return.

A: The continuous problem settles that. Take one dimension, no forces and no collisions:

∂f/∂t + v ∂f/∂x = 0

Start from a uniform background with a weak ripple,

f(x,v,0) = F(v) [1 + ε cos kx],  F ≥ 0,  ∫F dv = 1,

with k > 0 and density measured in units of its mean. Each electron keeps its velocity, so the value of f at (x,v) at time t is the initial value at x − vt:

f(x,v,t) = F(v) [1 + ε cos(kx − kvt)]

Write the cosine as the real part of exp(ikx) exp(−ikvt) and integrate over v. The density perturbation is

n₁(x,t) = Re[ε A(t) exp(ikx)],  A(t) = ∫F(v) exp(−ikvt) dv,  A(0) = 1.

The question is whether |A| can come back to 1.

Q: And can it?

A: Not if F is an ordinary integrable function. |A(t)| = 1 would require exp(−ikvt) to have the same value at almost all velocities where F > 0. For t > 0 that happens only on a set of isolated velocities, which carries no weight in the integral. So |A(t)| < 1 for every t > 0.

A also tends to zero. Shift the integration variable by π/(kt). The exponential changes sign, so

A(t) = −∫F(v + π/(kt)) exp(−ikvt) dv.

Averaging this with the original expression gives

A(t) = ½ ∫[F(v) − F(v + π/(kt))] exp(−ikvt) dv,

|A(t)| ≤ ½ ∫|F(v) − F(v + π/(kt))| dv.

As t grows the shift goes to zero, and so does the area between F and its shifted copy. A single sharp beam escapes this argument, because it is not an integrable function of v; it carries its ripple along unchanged.

For a Maxwellian with v_th² = T_e/m (T_e in energy units, m the electron mass), complete the square in the exponent:

−v²/(2v_th²) − ikvt = −(v + ikv_th²t)²/(2v_th²) − k²v_th²t²/2

The shifted Gaussian still integrates to one, since the integrand is analytic and vanishes at large |v|. Hence

A(t) = G(t) = exp(−k²v_th²t²/2).

Q: Then the ripple is destroyed, although the equation is reversible. That sounds contradictory.

A: The density ripple disappears, but the perturbation of f does not. Its complex amplitude, divided by ε, is

a(v,t) = F(v) exp(−ikvt),  |a(v,t)| = F(v).

The modulus at each velocity is constant, and so is ∫|a|² dv. What changes is the structure in v: the phase turns through 2π over a velocity interval

λ_v = 2π/(kt),

which shrinks without limit. The density is the integral over these ever finer stripes, and they cancel. This is phase mixing. The growth of the gradients can be computed from

∂a/∂v = (F′ − iktF) exp(−ikvt),  |∂a/∂v|² = F′² + k²t²F².

For the Maxwellian F′ = −vF/v_th², and v² averaged with weight F² is v_th²/2. Therefore

∫|∂a/∂v|² dv / ∫|a|² dv = k²t² + 1/(2v_th²).

Reversibility means that the stripes can be unwound. Reverse every velocity at time t_r. The amplitude becomes F(−v) exp(+ikvt_r), and after a further time s it is

F(−v) exp[−ikv(s − t_r)].

At s = t_r all phases agree again and the density ripple is restored, at total time 2t_r. For a Maxwellian, whose |A| only falls, a true return thus needs an intervention, and its time is set by the moment of that intervention. Some other smooth distributions revive in part without one: with two narrow, equal humps at velocities ±u, the ripple vanishes at kut = π/2 and is nearly restored, with crests and troughs exchanged, at kut = π, but the revivals die out in the end, because A tends to zero.

Q: Now put the same problem on a grid. What changes, if the streaming in x and t is still treated exactly?

A: The integral becomes a finite sum. Let the nodes be v_j = v* + jΔv, where v* is the position of the node j = 0, with weights w_j = F(v_j)Δv:

A_D(t) = Σ_j w_j exp(−ikv_j t)

Neighbouring nodes differ in phase by kΔv t. Once this difference reaches 2π, all nodes share one phase. That happens at

T_R = 2π/(kΔv).

At a time T_R later than any t,

exp[−ikv_j(t + T_R)] = exp(−ikv_j t) exp(−ikv*T_R) exp(−ikjΔvT_R).

The last factor is exp(−2πij) = 1, and kT_R = 2π/Δv, so

A_D(t + T_R) = exp(−2πi v*/Δv) A_D(t).

The modulus repeats with period T_R whatever the shape of F.

Q: Only the modulus? I expected the density itself to return.

A: It does if v = 0 is a node, for then v*/Δv is an integer. If v = 0 lies midway between two nodes, v*/Δv is a half-integer, the factor is −1, and crests return as troughs. For v* = Δv/4 the factor is −i, a quarter-wavelength shift.

I solved the streaming equation on a phase-space grid, with Fourier derivatives in x and fourth-order time steps, for a Maxwellian and Δv = v_th/8. For offsets of 0, 0.50 and 0.25 Δv the returned amplitudes were +1.000, −1.000 and −1.000 i, as the factor requires.

Q: Could a full return occur earlier, by some luck among the phases?

A: No, provided two neighbouring nodes have non-zero weight. By the triangle inequality

|Σ_j w_j exp(−ikv_j t)| ≤ Σ_j w_j,

with equality only when all terms of non-zero weight have the same phase. For two neighbours this demands kΔv t = 2πn with integer n, and the first positive solution is T_R.

Q: Then I will use unequal spacings and be rid of it.

A: You may remove the full return, but not the underlying fault. For any finite set of distinct velocities,

|A_D|² = Σ_i Σ_j w_i w_j exp[−ik(v_i − v_j)t].

Over a long time every term with i ≠ j averages to zero, and the terms i = j remain:

long-time average of |A_D|² = Σ_j w_j² > 0

So A_D cannot tend to zero, as the true amplitude does. A finite set of freely streaming velocities imitates phase mixing for a limited time only.

Q: How does the grid, after following the decay correctly, decide to run backwards?

A: It can no longer tell winding from unwinding. At t = T_R/2 the stripe width λ_v equals 2Δv and neighbours have opposite signs. At t = T_R − s the node values contain

exp[−ikv_j(T_R − s)] = exp(−2πi v*/Δv) exp(+ikv_j s).

If F is even in v, as for the Maxwellian here, these are, apart from a constant phase, the values left by a velocity reversal at a time s before full return. Between the nodes the true function is quite different, but the grid does not record it. At T_R the stripe width equals Δv, and every node sits at the same phase of its stripe.

The full relation between grid and continuum follows from a Fourier series. Let g(v) = F(v) exp(−ikvt), with F smooth and rapidly decaying, and let the grid be unbounded. The sum

S(c) = Δv Σ_j g(c + jΔv)

is periodic in c with period Δv, so S(c) = Σ_m s_m exp(2πimc/Δv), with

s_m = (1/Δv) ∫₀^Δv S(c) exp(−2πimc/Δv) dc.

Insert the sum and put v = c + jΔv. Since exp(2πimj) = 1, the pieces join into one integral over all v:

s_m = ∫F(v) exp[−i(kt + 2πm/Δv)v] dv = A(t + mT_R),

because 2πm/Δv = kmT_R. Set c = v* and rename m as −m:

A_D(t) = Σ_m exp(−2πi m v*/Δv) A(t − mT_R)

The term m = 0 is the true density. The term m = 1 is a copy of the initial ripple, delayed by T_R: an alias.

Q: So the result is good until T_R?

A: Not quite, because the alias grows before its peak. For a Maxwellian and 0 < t < T_R, the error late in the interval is governed by the m = 1 term, of modulus G(T_R − t). Let δ be the tolerated error relative to the initial ripple. Setting

exp[−k²v_th²(T_R − t)²/2] = δ

and taking the logarithm gives the useful time

t_δ = T_R − √(2 ln(1/δ))/(kv_th).

A run to t_end needs t_δ ≥ t_end. Put T_R = 2π/(kΔv) and solve for the spacing:

Δv ≤ 2π / [k t_end + √(2 ln(1/δ))/v_th]

This rule holds for a Maxwellian, a run of at least a few mixing times 1/(kv_th), equal spacing, negligible weight outside the grid and no damping of the stripes. With several wavenumbers present, the largest k sets the limit.

Q: Give me numbers for a plasma somebody might process wafers with.

A: Take an argon inductively coupled etching plasma of rather low density, with rough values: T_e = 3 eV, electron density n = 10¹⁰ cm⁻³, gas at 5 mTorr and 400 K. The ripple has wavelength 0.10 mm and relative amplitude ε = 0.01. SI and engineering units are used, since atomic units are unnatural here.

The wavenumber is k = 2π/(10⁻⁴ m) = 6.283×10⁴ m⁻¹ and v_th = 726.4 km/s, so the mixing time 1/(kv_th) is 21.91 ps. A grid over ±6 v_th in 96 intervals has Δv = 12v_th/96 = v_th/8 = 90.80 km/s. Then

T_R = 2π / (6.283×10⁴ m⁻¹ × 9.080×10⁴ m/s) = 1.101 ns,

or 50.27 mixing times. The phase-space solution gives the same 1.101 ns. Some values, with v = 0 on a node:

t = 0.0219 ns: true 0.607, grid 0.607
t = 0.0657 ns: true 0.011, grid 0.011
t = 1.0794 ns: true 10⁻⁵²⁷, grid 0.607
t = 1.1013 ns: true 10⁻⁵⁴⁹, grid 1.000

For δ = 0.01 the margin is √(2 ln 100) = 3.035 mixing times, or 0.066 ns, so the useful time is 1.035 ns. The direct velocity sum first exceeds the 1 % error at that time, to within 0.0001 ns.

A 5 ns run lasts 5000/21.91 = 228.2 mixing times. The rule gives Δv ≤ 2πv_th/(228.2 + 3.035), or 19.74 km/s, which over 12 v_th means 442 intervals after rounding up. The largest error found is then 0.0055; it lies below 0.01 because rounding up moves the recurrence slightly later. With 433 intervals, T_R = 2π × 433/12 = 226.7 mixing times falls inside the run, and the error reaches 0.9999.

Q: If I saw such a return in my own output, how could I tell it from a real one?

A: Change Δv and hold everything else fixed. Halving it moves the false return from 1.101 to 2.203 ns. A return caused by velocity reversal stays put: after reversal at 10 mixing times, the ripple came back at 20.000 with Δv = 0.125 v_th and also with 0.100 v_th. The shape of F is no guide. With F proportional to exp[−v⁴/(4v_th⁴)] the false return again came at 50.27 mixing times.

Q: You left out the electric field of the ripple. In a plasma that is a large omission.

A: It depends on the wavelength. Let the ions be fixed, and let ε₀ be the permittivity, as distinct from the ripple amplitude ε. The field amplitude E obeys ikE = −enεN/ε₀, where N(t) = ∫a dv, so E = ienεN/(kε₀). The force −eE adds a source to the linearized equation:

∂a/∂t = −ikva + i(ω_p²/k) N F′,  ω_p² = ne²/(ε₀m)

Solve for a, treating the source as known, and integrate over v. Integration by parts gives ∫F′ exp(−ikvs) dv = iks A(s), so

N(t) = A(t) − ω_p² ∫₀^t s A(s) N(t − s) ds.

With time in units of 1/(kv_th), the coefficient becomes α = ω_p²/(kv_th)² = 1/(kλ_D)², where λ_D = v_th/ω_p is the Debye length. Here λ_D = 0.129 mm, kλ_D = 8.09 and α = 0.0153. Solving the linear problem with this field changes the density by at most 0.0086 of the initial ripple during the first 10 mixing times. In this linear problem, with the velocity nodes held fixed, the grid still returns 0.9999 of the ripple at T_R.

The field also kicks electrons beyond linear theory. A slow one gains at most about

δv = ε(ω_p²/k) ∫₀^∞ G dt = ε ω_p² √(π/2)/(k²v_th).

By T_R this shifts its phase by kδvT_R = εα√(π/2) × 50.27 = 0.0096 rad, so the existing stripes are hardly displaced.

Q: And collisions? Surely they wipe out the fine stripes and cure the recurrence.

A: Collisions with argon atoms, with a rough cross-section of 10⁻¹⁵ cm², occur at a rate ν = 1.40×10⁷ s⁻¹. Since νT_R = 0.015, they remove about 1.5 % of the stripes by T_R.

Coulomb collisions act by many small deflections, which I model as diffusion in v with constant coefficient D, omitting drag:

∂a/∂t + ikva = D ∂²a/∂v²

Let â(q,t) = ∫a exp(−iqv) dv. The streaming term becomes a derivative in q:

∂â/∂t = k ∂â/∂q − Dq²â

Along the line q = k(t − t′), which reaches q = 0 at t′ = t, this reads dâ/dt′ = −Dk²(t − t′)²â. Integration from t′ = 0 to t gives

N(t) = â(0,t) = A(t) exp(−Dk²t³/3).

For D, a particle of charge e passing at distance b with relative speed u deflects an electron by 2e²/(4πε₀mbu). Squaring, multiplying by the encounter rate nu·2πb db, integrating over b and halving gives Γ/u, with Γ = ne⁴ lnΛ/(4πε₀²m²). One third belongs to each direction. The Maxwellian mean of 1/u is √(2/π)/v_th for fixed ions and 1/(√π v_th) for electrons, whose relative velocities are wider by √2. Hence

D = (Γ/3v_th)(1/√π + √(2/π)) ≈ 6.9×10¹⁶ m²/s³

with lnΛ = 13.6. The exponent Dk²t³/3 is 2.6×10⁻⁵ at three mixing times, when the density has already gone, but 0.12 at T_R. So collisions hardly affect the decay of the density, while they weaken the stripes by about 11 % before T_R. This is an average: the true coefficient falls with speed, so the loss runs from about 17 % for |v| below v_th/4 to about 4 % near 2v_th, and D itself moves by some 7 % with the treatment of lnΛ. The exponent reaches 1 at 2.2 ns.

Q: Then the recurrence should also be 11 % lower if I add this diffusion to the code.

A: Less than that, if the second derivative is taken from neighbouring nodes. Acting on exp(−ikv_j t), that difference gives −(4/Δv²) sin²(πt/T_R) instead of −k²t². It falls back to zero at T_R, where the grid sees no stripes. Neglecting the slow variation of F, the exponent accumulated by T_R is

D(4/Δv²)(T_R/2) = 2DT_R/Δv²,

against Dk²T_R³/3 = (4π²/3)DT_R/Δv² in the continuum. The ratio is 6/(4π²) = 0.15, so the exponent is about 0.018 and the recurrence loses about 2 %. This is an estimate; I have not simulated it.

Q: Would a real reactor show a density of 10⁻⁵⁴⁹ of the ripple?

A: No. That number belongs to a smooth f streaming without any field. Even the weak self-field makes the late decay exponential, which is far slower than the Gaussian, though the mean ripple is still immeasurably small by T_R. Real electrons are also discrete. A slab of 1 cm² area and one wavelength thick holds N_e = 10⁸ electrons. If their positions are independent, which is reasonable at kλ_D = 8, their random ripple has rms relative amplitude 2/√N_e = 2×10⁻⁴, or 2 % of the imposed one. Under free streaming the mean ripple sinks below this after √(2 ln 50) = 2.8 mixing times, about 61 ps.

As for the reactor, 10¹⁰ cm⁻³ is at the low end for inductively coupled plasmas; 10¹¹ cm⁻³ and more is common. For the decay of the density, the assumption that breaks first as n or the wavelength grows is the absence of a self-field. At fixed temperature and wavelength α grows in proportion to n, to 0.15 at 10¹¹ and 1.5 at 10¹² cm⁻³. At fixed density it grows as the wavelength squared, to 1.5 at 1 mm. At α = 0.15 the field changes the density by about 0.08 of the initial ripple; at α = 1.5 it changes it by more than half, and free streaming no longer describes the ripple. The fine stripes are more delicate: their Coulomb exponent at T_R, proportional to n apart from lnΛ, is already about 1 at 10¹¹ cm⁻³ for the original wavelength and grid. The 13.56 MHz drive matters little for the decay of the density: T_R is 0.015 of its period, and an electric field uniform over the wavelength displaces all electrons equally, moving the ripple without changing its height. The magnetic field of the coil, of order some gauss, is also negligible over a few mixing times, but not for the stripes: a field across x with cyclotron frequency ω_c shifts the phase of an electron of transverse speed v_th by kv_thω_cT_R²/2, about 2.4 rad at 5 G, which a model with one velocity dimension does not contain. The numerical output below lists the values used.

Computed results

```
Electron temperature 3.0 eV, density 1.0e+10 cm^-3
Gas pressure 5.0 mTorr, temperature 400 K
Wavelength 0.10 mm, k = 6.2832e+04 1/m
Relative density amplitude 0.010
Thermal speed vth = 726.4 km/s
Mixing time 1/(k vth) = 21.91 ps
Grid: +-6 vth, 96 intervals
Velocity spacing = 90.80 km/s = 0.1250 vth
Recurrence time T_R = 1.1013 ns; k vth T_R = 50.265
T_R found by solver = 1.1013 ns
T_R with half the spacing = 2.2027 ns
Offset 0.00 dv: returned amplitude +1.000 +0.000 i
Offset 0.50 dv: returned amplitude -1.000 -0.000 i
Offset 0.25 dv: returned amplitude +0.000 -1.000 i
Solver, doubled spacing: k vth t = 25.133
Solver, doubled wavenumber: k vth t = 25.133
Solver, flat-topped F: k vth t = 50.265
log10 of true relative density at T_R = -548.65
Columns: t (ns), k vth t, log10 true density, grid density
  0.0000    0.000      0.000  1.0000
  0.0219    1.000     -0.217  0.6065
  0.0657    3.000     -1.954  0.0111
  0.5507   25.133   -137.162  0.0000
  1.0356   47.265   -485.113  0.0111
  1.0794   49.265   -527.035  0.6065
  1.1013   50.265   -548.648  1.0000
  1.1232   51.265   -570.695  0.6065
Reversal at k vth t = 10: return at 20.000 (dv 0.125 vth)
Reversal at k vth t = 10: return at 20.000 (dv 0.100 vth)
Allowed error 0.01: margin k vth (T_R - t) = 3.035
Useful time, formula = 1.0348 ns
Useful time, direct sum = 1.0349 ns
Run of 5.0 ns: spacing <= 19.74 km/s
Intervals needed = 442, largest error 0.0055
With 433 intervals, largest error 0.9999
Debye length = 0.1288 mm, k*Debye = 8.09
Field strength alpha = 0.0153
Largest density change by self-field = 0.0086 of initial
Grid recurrence with self-field = 0.9999
Electron-neutral cross-section (rough) = 1.0e-15 cm^2
Neutral collisions: rate 1.40e+07 1/s, nu T_R = 0.0154
Coulomb logarithm = 13.60
Velocity diffusion D = 6.851e+16 m^2/s^3
Coulomb filament damping exponent at T_R = 0.120
Same exponent at k vth t = 3: 2.56e-05
Time for Coulomb exponent 1 = 2.230 ns
Nonlinear kick phase at T_R = 0.0096 rad
Electrons in 1 cm^2 x one wavelength = 1.0e+08
Particle noise / initial perturbation = 0.0200
T_R / period of 13.56 MHz drive = 0.0149
```
